# The Coulomb cusp of a charged pair in d dimensions

A quantum Monte Carlo calculation for electrons in a plane needs a Jastrow factor $e^{J(r)}$ for each pair, and someone must decide the slope $J'(0)$ at zero separation. The value for antiparallel spins in three dimensions is $1/(2a_0)$, with $a_0$ the Bohr radius. If it is carried over to the plane, the mean energy stays finite but the variance of the local energy becomes infinite. The slope depends on the dimension, the relative angular momentum, the charges and the reduced mass, as follows.

## Setting and theorem

Particles 1 and 2 have masses $m_1,m_2$, charges $q_1,q_2$ and positions $\mathbf r_1,\mathbf r_2$ in $d$ dimensions. Put

$$\mathbf r=\mathbf r_1-\mathbf r_2,\quad \mathbf R=\frac{m_1\mathbf r_1+m_2\mathbf r_2}{M},\quad M=m_1+m_2,\quad \mu=\frac{m_1m_2}{M}.$$

Their interaction is $C/r$ with $C=q_1q_2/(4\pi\varepsilon_0)$ in every $d$. For $d=3$ this is the ordinary Coulomb potential. For $d=2$ or $d=1$ it describes charges confined to a plane or a line in ordinary space; for $d\ne3$ it is not the Poisson potential of a $d$-dimensional world.

The assumptions are:

1. The wave function $\Psi$ is an eigenfunction of the nonrelativistic Hamiltonian without magnetic field.
2. Near the configuration considered, only particles 1 and 2 meet. The rest of the potential, $W$, is smooth there.
3. Near $r=0$, $\Psi=A+rB$, where $A$ and $B$ are smooth functions of $\mathbf r$, $\mathbf R$ and the other coordinates. This regularity is assumed here, not proved.

Let $h_l(\mathbf r)=r^lY(\hat{\mathbf r})$ be a real homogeneous polynomial of degree $l$ with $\nabla^2h_l=0$, and let $Y$ be normalized on the unit sphere. The component of $\Psi$ in this channel is $f_l(r)=\int Y\,\Psi\,d\Omega$, with $\mathbf R$ and the other coordinates fixed. For $d=1$ the sphere is the two points $\pm1$, and $l=0,1$ mean even and odd.

**Theorem.** Let $D=d-1+2l>0$. Then $f_l=r^lg$ with $g$ smooth in $r$ down to $r=0$, and

$$g'(0)=\Gamma_l\,g(0),\qquad \Gamma_l=\frac{2\mu\,q_1q_2}{4\pi\varepsilon_0\hbar^2\,(d-1+2l)} .$$

In atomic units this is $2\mu q_1q_2/(d-1+2l)$.

## Three lemmas

**Lemma 1.** The kinetic energy of the pair is $-\frac{\hbar^2}{2\mu}\nabla_r^2-\frac{\hbar^2}{2M}\nabla_R^2$.

*Proof.* The chain rule gives $\nabla_1=\nabla_r+\frac{m_1}{M}\nabla_R$ and $\nabla_2=-\nabla_r+\frac{m_2}{M}\nabla_R$. Therefore

$$\frac{\nabla_1^2}{m_1}+\frac{\nabla_2^2}{m_2}=\Big(\frac1{m_1}+\frac1{m_2}\Big)\nabla_r^2+\Big(\frac2M-\frac2M\Big)\nabla_r\!\cdot\!\nabla_R+\frac{m_1+m_2}{M^2}\nabla_R^2 .$$

The first bracket is $1/\mu$, the cross term vanishes, and the last coefficient is $1/M$. Multiplication by $-\hbar^2/2$ gives the claim. ∎

**Lemma 2.** If $F(\mathbf r)$ is smooth near $\mathbf r=0$, its component in channel $l$ is $r^la(r)$ with $a$ smooth down to $r=0$.

*Proof.* The component $\int Y F(r\hat{\mathbf r})\,d\Omega$ is a smooth function of $r$. Its Taylor coefficient of order $k$ is $I(p)=\int p\,h_l\,d\Omega$ on the unit sphere, where $p$ is the homogeneous polynomial of degree $k$ in the Taylor series of $F$. We need $I(p)=0$ for $k<l$.

Apply Green's identity to $p$ and $h_l$ in the unit ball. On the sphere $\partial_rh_l=l\,h_l$ and $\partial_rp=k\,p$, while $\nabla^2h_l=0$ inside. Thus

$$(l-k)\,I(p)=-\int_{\rm ball}h_l\nabla^2p\;d^dr .$$

If $k\le1$, the right side is zero. If $k\ge2$, $\nabla^2p$ is homogeneous of degree $k-2$, and the radial integral $\int_0^1s^{l+k-2+d-1}ds$ gives

$$(l-k)\,I(p)=-\frac{I(\nabla^2p)}{l+k+d-2}.$$

Repeating this lowers the degree by two each time until the Laplacian vanishes. Since $l-k\neq0$ throughout, $I(p)=0$. The Taylor series of the component therefore starts at order $r^l$, and $r^l$ can be divided out of a smooth function with this property. ∎

**Lemma 3.** The channel-$l$ component of $\nabla_r^2\Psi$ is $r^l\left(g''+\frac Dr\,g'\right)$.

*Proof.* Write $\nabla_r^2=\partial_r^2+\frac{d-1}{r}\partial_r+\frac{\Lambda}{r^2}$, where $\Lambda$ acts on the angles and is self-adjoint on the sphere. From $\nabla^2(r^lY)=0$ we get $\Lambda Y=-[l(l-1)+(d-1)l]\,Y=-l(l+d-2)\,Y$. Projecting on $Y$ and moving $\Lambda$ onto $Y$ gives

$$f_l''+\frac{d-1}{r}f_l'-\frac{l(l+d-2)}{r^2}f_l .$$

Now insert

$$f_l'=r^l\Big(g'+\frac lr\,g\Big),\qquad f_l''=r^l\Big(g''+\frac{2l}{r}g'+\frac{l(l-1)}{r^2}g\Big).$$

The coefficient of $g'/r$ is $2l+d-1=D$. That of $g/r^2$ is $l(l-1)+(d-1)l-l(l+d-2)=0$. ∎

Angular momentum $l$ thus acts on $g$ like $2l$ additional dimensions.

## Proof of the theorem

By Lemma 2, $A$ contributes $r^la(r)$ to $f_l$ and $rB$ contributes $r^{l+1}b(r)$, with $a$ and $b$ smooth. Hence $g=a+rb$ is smooth down to $r=0$.

Let $T'$ be the kinetic energy of $\mathbf R$ and all other particles. With Lemma 1 the Schrödinger equation reads

$$-\frac{\hbar^2}{2\mu}\nabla_r^2\Psi+\frac Cr\Psi=S,\qquad S=(E-W-T')\Psi .$$

The operator $E-W-T'$ multiplies by smooth functions and differentiates at fixed $\mathbf r$. It therefore turns $A+rB$ into another function of the same form, and Lemma 2 gives $S_l=r^l\sigma(r)$ with $\sigma$ bounded. This holds although $W$ mixes the channels.

Project the equation on $Y$, use Lemma 3 and divide by $r^l$:

$$-\frac{\hbar^2}{2\mu}\Big(g''+\frac Dr g'\Big)+\frac Cr g=\sigma .$$

Multiply by $-2\mu r^D/\hbar^2$, set $\kappa=2\mu C/\hbar^2$, and use $r^Dg''+Dr^{D-1}g'=(r^Dg')'$:

$$(r^Dg')'=\kappa\,r^{D-1}g-\frac{2\mu}{\hbar^2}r^D\sigma .$$

Integrate from $0$ to $r$. The lower limit contributes nothing, because $g'$ is bounded and $D>0$. With $g(s)=g(0)+O(s)$,

$$r^Dg'(r)=\kappa\,g(0)\frac{r^D}{D}+O(r^{D+1}).$$

Dividing by $r^D$ and letting $r\to0$ gives $g'(0)=\kappa g(0)/D$, which is the theorem. ∎

## Values and limits

For two electrons $\mu=m_e/2$ and $C=e^2/(4\pi\varepsilon_0)$, so $\kappa=m_ee^2/(4\pi\varepsilon_0\hbar^2)=1/a_0$. For an electron and a positron $\kappa=-1/a_0$. Hence:

| pair | $d$ | $l$ | $\Gamma_l a_0$ | $\Gamma_l$ (nm$^{-1}$) |
|---|---|---|---|---|
| two electrons | 2 | 0 | $1$ | $18.90$ |
| two electrons | 2 | 1 | $1/3$ | $6.30$ |
| two electrons | 3 | 0 | $1/2$ | $9.45$ |
| two electrons | 3 | 1 | $1/4$ | $4.72$ |
| electron–positron | 3 | 0 | $-1/2$ | $-9.45$ |
| electron–positron | 2 | 0 | $-1$ | $-18.90$ |

Electrons of parallel spin have a spatial function odd in $\mathbf r$, so their lowest possible channel is $l=1$. Antiparallel electrons may have an $l=0$ component. The value $-1/2$ for the electron–positron pair belongs to three dimensions. It agrees with the ground state of the free pair, $e^{-r/(2a_0)}$.

**Remark 1 (sign and size).** Where $g(0)\ne0$, repulsion makes $|g|$ rise away from contact, and attraction makes it fall. A larger reduced mass makes the slope steeper, because more curvature is needed to balance the same potential. Larger $d$ or $l$ flattens it, because the term $Dg'/r$ then supplies the balancing $1/r$ from a smaller $g'$.

**Remark 2 (one dimension).** For $d=1$, $l=0$ we have $D=0$ and the formula has no meaning. The radial equation becomes $g''=\kappa g/r+$ bounded terms, so $g'$ would behave as $\kappa g(0)\ln r$. A bounded slope requires $g(0)=0$: the even component has a node at contact. The odd channel has $D=2$ and obeys the theorem.

**Remark 3 (softened interaction).** If $C/r$ is replaced by a potential that stays bounded at $r=0$, such as $C/\sqrt{r^2+b^2}$ with a fixed length $b>0$, the term with $\kappa$ joins the bounded source. For $D>0$ and $g$ with bounded slope, the same integration then gives $g'(0)=0$. For $D=0$ the lower limit of the integral is $g'(0)$ itself, so the integration fixes nothing; there the bounded potential keeps the derivative of $\Psi$ continuous through contact, and the even component, whose derivative is odd, again has $g'(0)=0$. A Coulomb cusp should not be imposed on such a model.

**Remark 4 (mixed channels).** A case in which the relative motion does not separate is two like charges $e$ with masses $m_e$ and $3m_e$ in a planar harmonic trap with the same spring constant $k=1$ hartree$/a_0^2$ for both. With $\mathbf r_1=\mathbf R+\frac{m_2}{M}\mathbf r$ and $\mathbf r_2=\mathbf R-\frac{m_1}{M}\mathbf r$, the potential $\tfrac k2(r_1^2+r_2^2)$ contains the coupling term $k\frac{m_2-m_1}{M}\,\mathbf R\cdot\mathbf r$, which mixes the channels (a trap with the same frequency for both masses would separate instead). Here $\mu=3m_e/4$ and $\kappa=1.5/a_0$, so the theorem predicts $\Gamma_la_0=1.5,\ 0.5,\ 0.3$ for $l=0,1,2$. A coupled-channel diagonalization whose basis leaves the slope free gives these values at two different positions $\mathbf R$, with about 8 % of the ground state's weight in the $l=1$ channel.

## Consequence for a trial function

Let $\Psi_T=e^{J(r)}\Phi$, where $J=J(0)+\gamma r+O(r^2)$ is a smooth function of $r$ down to $r=0$ and $\Phi$ is smooth near contact. Two cases are considered. For $l=0$, $\Phi\to h_0\ne0$ at $r=0$. For $l=1$, $\Phi$ is odd in $\mathbf r$ and starts with a linear function $h_1$, as for parallel spins. The factor $h_l$ now carries the amplitude, which may depend on the other coordinates.

**Proposition.** Near $r=0$,

$$H\Psi_T=\frac cr\,h_l\,e^{J(0)}+O(r^l),\qquad c=C-\frac{\hbar^2D}{2\mu}\gamma .$$

For $D>0$ the singular term vanishes if and only if $\gamma=\Gamma_l$. For $D=0$ ($d=1$, $l=0$) we have $c=C$, and no choice of $\gamma$ removes it.

*Proof.* The product rule gives

$$\nabla_r^2(e^J\Phi)=e^J\Big[\nabla_r^2\Phi+2J'\,\hat{\mathbf r}\!\cdot\!\nabla_r\Phi+\Big(J''+\frac{d-1}{r}J'+J'^2\Big)\Phi\Big].$$

For $l=1$, $\nabla_r^2\Phi$ is odd and hence $O(r)$; for $l=0$ it is $O(1)$. Since $h_l$ is homogeneous, $\hat{\mathbf r}\cdot\nabla_rh_l=l\,h_l/r$. The second term therefore gives $2l\gamma h_l/r$ and the third $(d-1)\gamma h_l/r$, each up to $O(r^l)$. Their sum is $D\gamma h_l/r$. The remaining parts of $H$ act at fixed $\mathbf r$ and give $O(r^l)$. Multiplying by $-\hbar^2/2\mu$ and adding $C\Phi/r$ gives $c$, which is zero when $\gamma=2\mu C/(\hbar^2D)=\Gamma_l$. ∎

The local energy $E_L=H\Psi_T/\Psi_T$ thus contains $c/r$. The variance contains the integral of $|H\Psi_T|^2$, whose singular part is proportional to

$$c^2\int_0 r^{2l-2}\,r^{d-1}\,dr=c^2\int_0r^{D-2}\,dr .$$

For $c\ne0$ this is finite when $D>1$ and diverges logarithmically when $D=1$, that is, for $d=2$ and $l=0$. The singular part of the mean energy involves $\int_0r^{D-1}dr$, which is finite for all $D>0$. So a planar antiparallel pair with the wrong cusp has a finite energy, but the usual standard error, $\sigma$ over the square root of the number of samples, has no finite $\sigma$.

**Remark 5.** An antiparallel pair can have $l=0$ and $l=1$ components at once. A factor $J(r)$ with $\gamma=\Gamma_0$ removes the $1/r$ term where $\Phi(0)\ne0$, but it also gives the $l=1$ component the slope $\Gamma_0$ instead of $\Gamma_1$. Among the terms that remain in $E_L$ is the direction-dependent one, $-(\hbar^2/\mu)\,\gamma\,\hat{\mathbf r}\cdot\nabla_r\Phi/\Phi$. It is bounded as $r\to0$ at fixed $\Phi(0)\ne0$, but it grows as $1/\Phi(0)$. Where $\Phi(0)=0$ and $\Phi$ starts linearly, a direction-independent $1/r$ term returns, with the $l=1$ coefficient of the Proposition evaluated at $\gamma=\Gamma_0$. Since $\Phi$ need not be odd in $\mathbf r$ here, its second derivatives, divided by $\Phi$, can add direction-dependent terms of the same order.

## Example: two electrons in a planar trap

Take two electrons in a two-dimensional harmonic trap. In this section lengths are in $a_0$, energies in hartree, and $\omega$ is the trap quantum in hartree:

$$H=-\tfrac12(\nabla_1^2+\nabla_2^2)+\tfrac12\omega^2(r_1^2+r_2^2)+\frac1r .$$

The trial function is $\Psi_T=h_l\,(1+\gamma r)\,e^{-\omega(r_1^2+r_2^2)/2}$, with $h_0=1$ for the singlet and $h_1=x_1-x_2$ for the triplet. Its factor $1+\gamma r$ has the same initial slope as $e^{\gamma r}$.

Since $r_1^2+r_2^2=2R^2+r^2/2$, the Gaussian is $e^{-\omega R^2}e^{-\omega r^2/4}$. The centre-of-mass Hamiltonian is $-\frac14\nabla_R^2+\omega^2R^2$. Because $\nabla_R^2e^{-\omega R^2}=(4\omega^2R^2-4\omega)e^{-\omega R^2}$, its contribution is the constant $\omega$.

For the relative part put $u=1+\gamma r$ and $g=u\,e^{-\omega r^2/4}$. With $u''=0$ and $u'=\gamma$,

$$g''+\frac Dr g'=e^{-\omega r^2/4}\Big[\frac{D\gamma}{r}-\omega\gamma r+\Big(\frac{\omega^2r^2}{4}-\frac{(D+1)\omega}{2}\Big)u\Big].$$

The relative Hamiltonian is $-\nabla_r^2+\omega^2r^2/4+1/r$. Dividing by $u$, cancelling the quadratic terms and writing $1/r=(1/r+\gamma)/u$, we obtain

$$E_L=\omega+\frac{(D+1)\omega}{2}+\frac{(1-D\gamma)/r+\gamma+\omega\gamma r}{1+\gamma r}.$$

With the right cusp $\gamma=1/D$ and the special trap $\omega=1/D$, the last fraction equals $\gamma(1+\omega r)/(1+\gamma r)=\omega$. The local energy is then constant and $\Psi_T$ is an eigenfunction with energy $\omega(D+5)/2$:

- singlet, $D=1$, $\omega=1$: energy $3$;
- triplet, $D=3$, $\omega=1/3$: energy $4/3$.

Now keep the traps and set the cusps wrongly. The singlet receives the three-dimensional value $\gamma=1/2$, and the triplet receives the antiparallel value $\gamma=1$. The singular terms are $(1-\frac12)/r=+0.5/r$ and $(1-3)/r=-2/r$. In the singlet some repulsion is left uncancelled; in the triplet the kinetic term overcompensates it. At $r=0.01$ the singlet has

$$E_L=1+1+\frac{50+0.5+0.005}{1.005}=52.25,$$

and the triplet has $E_L=-196.03$.

The mean energies are $3.023$ and $1.339$, which lie $0.023$ and $0.006$ above the eigenvalues. The variances, in hartree², with separations below a cutoff left out, are:

| cutoff ($a_0$) | singlet, $\gamma=1/2$ | triplet, $\gamma=1$ |
|---|---|---|
| $10^{-2}$ | 0.288 | 0.0075 |
| $10^{-4}$ | 0.704 | 0.0075 |
| $10^{-6}$ | 1.122 | 0.0075 |

The triplet, with $D=3$, has converged although its singular coefficient is four times larger in magnitude. The singlet variance grows without limit. Each further decade of small $r$ adds

$$\frac{(1-\frac12)^2}{N}\int_{\epsilon/10}^{\epsilon}\frac{dr}{r}=\frac{\ln10}{4N}=0.209,$$

$$N=\int_0^\infty\Big(1+\frac r2\Big)^2e^{-r^2/2}\,r\,dr=\frac32+\sqrt{\frac\pi2},$$

in the limit of small $\epsilon$. This agrees with the table, where the two decades from $10^{-4}$ to $10^{-6}$ add $0.418$; those from $10^{-2}$ to $10^{-4}$ add slightly less, $0.416$. The mean energy, only 0.8 % above the eigenvalue, gives no sign of this divergence. The numerical check checks the slopes, the local energies and this growth rate numerically.

## Values computed for the example and the checks

```
Bohr radius a0 = 0.052918 nm
pairs: electrons in a trap of 0.7 hartree, e-p pairs free
pair  d l  slope found*a0  formula*a0  formula (1/nm)
e-e   2 0     1.000000     1.000000      18.8973
e-e   2 1     0.333333     0.333333       6.2991
e-e   3 0     0.500000     0.500000       9.4486
e-e   3 1     0.250000     0.250000       4.7243
e-e   1 1     0.500000     0.500000       9.4486
e-e   4 0     0.333333     0.333333       6.2991
e-p   3 0    -0.500000    -0.500000      -9.4486
e-p   3 1    -0.250000    -0.250000      -4.7243
e-p   2 0    -1.000000    -1.000000     -18.8973
free e-p pair, d=3, l=0: energy = -0.250000 hartree
coupled pair, d=2: masses 1 and 3 m_e, charges e, k = 1 hartree/a0^2
energy without R.r coupling = 2.734897 hartree
energy with R.r coupling    = 2.633390 hartree
l  weight     slope*a0 at R=0.4 a0, R=0.8 a0   formula*a0
0  0.913663   1.50000   1.50000   1.50000
1  0.083977   0.50000   0.50000   0.50000
2  0.002310   0.30000   0.30000   0.30000
right cusp, E_L at 50 random points: singlet 3.000000, triplet 1.333333 hartree
r (a0)   E_L singlet gamma=1/2   E_L triplet gamma=1  (hartree)
0.100         7.2857       -16.2424
0.010        52.2537      -196.0264
0.001       502.2504     -1996.0027
singlet: r*E_L at r=1e-5 a0 = 0.5000, formula 0.5000 hartree a0
triplet: r*E_L at r=1e-5 a0 = -2.0000, formula -2.0000 hartree a0
cutoff (a0)  variance singlet gamma=1/2, triplet gamma=1 (hartree^2)
1e-02   0.28798   0.00746
1e-04   0.70425   0.00746
1e-06   1.12238   0.00746
singlet variance growth per decade: 0.20906, formula 0.20907 hartree^2
mean energy, wrong cusp: singlet 3.02300, triplet 1.33917 hartree
```
